# Electron and hole pocket volumes in metals with even electron count: a program that tests the result

```python
"""
Result under test: in a spin-degenerate metal with 2m electrons per primitive
cell, the filled volume of bands above the m-th (electron volume Ve) equals
the empty volume of the first m bands (hole volume Vh).

Model: bcc crystal, two orbitals A and B per cell, two electrons per cell (m=1).
  C(k) = cos(kx/2) cos(ky/2) cos(kz/2)      nearest-neighbour sum / 8
  D(k) = (cos kx + cos ky + cos kz) / 3     second-neighbour sum / 6
  A level: EPS_A - W_A C + U_A D            B level: EPS_B - W_B C
  A-B coupling: V_AB D + i lam s, s = +1 or -1 for the two spins
Wavevectors k are in units of 1/a (a = cubic lattice constant), energies in eV.
Zone volume = 2 (2 pi)^3 in these units. Volumes are given as zone fractions.
The Fermi level comes from filling states on a k grid; pocket volumes come
independently from the Fermi radius along rays from the pocket centre.
Parameters are round values, in the rough regime of a bcc transition metal.
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import expit

A_NM = 0.32
EPS_A, W_A, U_A = -1.5, 2.0, 0.6
EPS_B, W_B, V_AB = 1.0, 2.5, 0.5
ZONE = 2 * (2 * np.pi) ** 3
GAMMA = np.array([0.0, 0.0, 0.0])
H_POINT = np.array([2 * np.pi, 0.0, 0.0])


def bloch_sums(kx, ky, kz):
    c = np.cos(kx / 2) * np.cos(ky / 2) * np.cos(kz / 2)
    d = (np.cos(kx) + np.cos(ky) + np.cos(kz)) / 3
    return c, d


def bands(c, d, lam=0.0):
    level_a = EPS_A - W_A * c + U_A * d
    level_b = EPS_B - W_B * c
    mean = (level_a + level_b) / 2
    split = np.sqrt(((level_a - level_b) / 2) ** 2 + (V_AB * d) ** 2 + lam ** 2)
    return mean - split, mean + split


def zone_grid(size, shift):
    """Uniform grid over one primitive reciprocal cell of the bcc crystal."""
    x1 = ((np.arange(size) + shift[0]) / size)[:, None, None]
    x2 = ((np.arange(size) + shift[1]) / size)[None, :, None]
    x3 = ((np.arange(size) + shift[2]) / size)[None, None, :]
    two_pi = 2 * np.pi
    return bloch_sums(two_pi * (x2 + x3), two_pi * (x1 + x3), two_pi * (x1 + x2))


def fermi_level(energy_arrays, filled_per_cell):
    """Fill the lowest states; each array holds one state per cell."""
    cells = energy_arrays[0].size
    pool = np.concatenate([e.ravel() for e in energy_arrays])
    count = int(round(filled_per_cell * cells))
    pool.partition([count - 1, count])
    return (pool[count - 1] + pool[count]) / 2


def pocket_fraction(energy_of, centre, level, n_theta=32):
    """Zone fraction enclosed by the surface energy_of(C, D) = level."""
    z, wz = np.polynomial.legendre.leggauss(n_theta)
    n_phi = 2 * n_theta
    phi = 2 * np.pi * (np.arange(n_phi) + 0.5) / n_phi
    rho = np.sqrt(1 - z ** 2)[:, None]
    direction = np.array([rho * np.cos(phi), rho * np.sin(phi),
                          z[:, None] * np.ones(n_phi)])
    weight = wz[:, None] * (2 * np.pi / n_phi)
    side = np.sign(energy_of(*bloch_sums(*centre)) - level)

    def inside(radius):
        k = centre[:, None, None] + radius * direction
        return side * (energy_of(*bloch_sums(*k)) - level) > 0

    low = np.zeros(direction.shape[1:])
    high = np.pi / np.abs(direction).max(axis=0)
    assert not inside(high).any(), "pocket is not closed inside its cube"
    for _ in range(45):
        mid = (low + high) / 2
        is_in = inside(mid)
        low = np.where(is_in, mid, low)
        high = np.where(is_in, high, mid)
    return np.sum(weight * low ** 3) / 3 / ZONE


def both_pockets(level, lam=0.0):
    electron = pocket_fraction(lambda c, d: bands(c, d, lam)[1], GAMMA, level)
    hole = pocket_fraction(lambda c, d: bands(c, d, lam)[0], H_POINT, level)
    return electron, hole


# --- One k per cell: real-space periodic crystal against Bloch bands ---
L = 6
near = [(1, 0, 0), (0, 1, 0), (0, 0, 1), (1, 1, 1)]
second = [(0, 1, 1), (1, 0, 1), (1, 1, 0)]
ham = np.zeros((2 * L ** 3, 2 * L ** 3))


def site(i, j, k):
    return ((i % L) * L + j % L) * L + k % L


for i, j, k in np.ndindex(L, L, L):
    p = 2 * site(i, j, k)
    ham[p, p] += EPS_A
    ham[p + 1, p + 1] += EPS_B
    for sign in (1, -1):
        for t in near:
            q = 2 * site(i + sign * t[0], j + sign * t[1], k + sign * t[2])
            ham[p, q] -= W_A / 8
            ham[p + 1, q + 1] -= W_B / 8
        for t in second:
            q = 2 * site(i + sign * t[0], j + sign * t[1], k + sign * t[2])
            ham[p, q] += U_A / 6
            ham[p, q + 1] += V_AB / 6
            ham[p + 1, q] += V_AB / 6
real_space = np.linalg.eigvalsh(ham)
bloch = np.sort(np.concatenate([e.ravel() for e in bands(*zone_grid(L, (0, 0, 0)))]))
real_space_error = np.max(np.abs(real_space - bloch))
assert real_space_error < 1e-10

# --- Main result: two electrons per cell ---
M = 160
c_grid, d_grid = zone_grid(M, (0.137, 0.411, 0.773))
lower, upper = bands(c_grid, d_grid)
# Tolerance: lattice-point counting error of the grid near the Fermi surface.
GRID_TOL = 2e-4
e_fermi = fermi_level([lower, upper], 1.0)
v_e, v_h = both_pockets(e_fermi)
assert v_e > 0.01 and abs(v_e - v_h) < GRID_TOL
bottom = bands(*bloch_sums(*GAMMA))[1]
top = bands(*bloch_sums(*H_POINT))[0]
direct_gap = np.min(upper - lower)
assert direct_gap > 0 and top > bottom

# --- Filling away from an even count ---
delta = 0.04
e_doped = fermi_level([lower, upper], 1.0 + delta / 2)
v_e_doped, v_h_doped = both_pockets(e_doped)
assert abs((v_e_doped - v_h_doped) - delta / 2) < GRID_TOL

# --- Spin splitting: levels shifted by -b (up) and +b (down) ---
b = 0.1
e_split = fermi_level([lower - b, upper - b, lower + b, upper + b], 2.0)
up_e, up_h = both_pockets(e_split + b)
down_e, down_h = both_pockets(e_split - b)
assert abs(up_e + down_e - up_h - down_h) < 2 * GRID_TOL
assert abs(up_e - up_h) > 10 * GRID_TOL

# --- Naming by shape: three bands closed around filled states, m = 1 ---
offsets, width = (0.0, 0.1, 0.2), 2.0
e_three = fermi_level([s - width * c_grid for s in offsets], 1.0)
v_three = [pocket_fraction(lambda c, d, s=s: s - width * c, GAMMA, e_three, 120)
           for s in offsets]
# Tolerance: nearly flat faces raise the grid counting error.
assert abs(sum(v_three) - 1) < 2e-3
hole_three = 1 - v_three[0]
electron_three = v_three[1] + v_three[2]

# --- Spin-orbit stand-in: degeneracy and balance ---
lam = 0.3
rng = np.random.default_rng(4)
for k_test in rng.uniform(-np.pi, np.pi, (20, 3)):
    c1, d1 = bloch_sums(*k_test)
    h4 = np.zeros((4, 4), complex)
    for s, n in ((1, 0), (-1, 2)):
        h4[n, n] = EPS_A - W_A * c1 + U_A * d1
        h4[n + 1, n + 1] = EPS_B - W_B * c1
        h4[n, n + 1] = V_AB * d1 + 1j * lam * s
        h4[n + 1, n] = np.conj(h4[n, n + 1])
    assert np.allclose(np.linalg.eigvalsh(h4), np.repeat(bands(c1, d1, lam), 2))
e_so = fermi_level(list(bands(c_grid, d_grid, lam)), 1.0)
v_e_so, v_h_so = both_pockets(e_so, lam)
assert abs(v_e_so - v_h_so) < GRID_TOL

# --- Finite temperature: balance of pockets must reproduce the count ---
temperature = 400.0
kt = const.k * temperature / const.e
levels = np.linspace(e_fermi - 0.55, e_fermi + 0.55, 45)
volumes = np.array([both_pockets(e) for e in levels])
electron_curve = CubicSpline(levels, volumes[:, 0])
hole_curve = CubicSpline(levels, volumes[:, 1])
x = np.linspace(-14, 14, 561)
thermal_weight = expit(x) * expit(-x)
thermal_weight /= thermal_weight.sum()


def thermal(curve, mu):
    return np.sum(thermal_weight * curve(mu + kt * x))


mu_t = brentq(lambda mu: thermal(electron_curve, mu) - thermal(hole_curve, mu),
              e_fermi - 0.05, e_fermi + 0.05)
v_thermal = thermal(electron_curve, mu_t)
count_t = 2 * (expit((mu_t - lower) / kt).mean() + expit((mu_t - upper) / kt).mean())
assert abs(count_t - 2) < 4e-5

# --- Engineering units and neglected effects ---
zone_nm = ZONE / A_NM ** 3
to_density = 2 * zone_nm / (2 * np.pi) ** 3 * 1e21
atom_density = 2 / A_NM ** 3 * 1e21
n_e, n_h = v_e * to_density, v_h * to_density
impurity = 1e-3
impurity_imbalance = impurity * atom_density / n_e
tau_fs = 10.0
broadening = const.hbar / (tau_fs * 1e-15) / const.e
line_nm = 10.0
radius_e = (3 * v_e * zone_nm / (4 * np.pi)) ** (1 / 3)
radius_h = (3 * v_h * zone_nm / (4 * np.pi)) ** (1 / 3)
k_step = np.pi / line_nm

print(f"Lattice constant a: {A_NM:.2f} nm")
print(f"A level: centre {EPS_A}, W_A {W_A}, U_A {U_A} eV")
print(f"B level: centre {EPS_B}, W_B {W_B} eV; coupling V_AB {V_AB} eV")
print(f"Real-space vs Bloch levels, {L**3} cells, max error: {real_space_error:.1e} eV")
print(f"k points in filling grid: {M**3}")
print(f"Upper band at Gamma: {bottom:.4f} eV")
print(f"Lower band at H: {top:.4f} eV")
print(f"Band overlap: {top - bottom:.4f} eV")
print(f"Smallest direct gap on grid: {direct_gap:.3f} eV")
print(f"Fermi level: {e_fermi:.4f} eV")
print(f"Zone volume: {zone_nm:.1f} nm^-3")
print(f"Electron pocket: {v_e:.5f} of zone")
print(f"Hole pocket: {v_h:.5f} of zone")
print(f"Difference Ve-Vh: {v_e - v_h:.1e} of zone")
print(f"Electron pocket volume: {v_e * zone_nm:.1f} nm^-3")
print(f"Hole pocket volume: {v_h * zone_nm:.1f} nm^-3")
print(f"Electron density: {n_e:.3e} cm^-3")
print(f"Hole density: {n_h:.3e} cm^-3")
print(f"Electrons in pocket per atom: {2 * v_e:.4f}")
print(f"Extra filling delta: {delta:.2f} electrons per cell")
print(f"  electron, hole pockets: {v_e_doped:.5f}, {v_h_doped:.5f} of zone")
print(f"  Ve-Vh: {v_e_doped - v_h_doped:.5f}; delta/2: {delta / 2:.5f} of zone")
print(f"Spin shift b: {b:.2f} eV")
print(f"  spin up electron, hole: {up_e:.5f}, {up_h:.5f} of zone")
print(f"  spin down electron, hole: {down_e:.5f}, {down_h:.5f} of zone")
print(f"  sums electron, hole: {up_e + down_e:.5f}, {up_h + down_h:.5f} of zone")
print(f"Three-band case: offsets {offsets} eV, W {width} eV")
print(f"  filled volumes: {v_three[0]:.4f}, {v_three[1]:.4f}, {v_three[2]:.4f} of zone")
print(f"  sum (all named electron by shape): {sum(v_three):.4f} of zone")
print(f"  by reference filling, electron: {electron_three:.4f} of zone")
print(f"  by reference filling, hole: {hole_three:.4f} of zone")
print(f"Spin-orbit stand-in: {lam:.2f} eV")
print(f"  electron, hole pockets: {v_e_so:.5f}, {v_h_so:.5f} of zone")
print(f"  change of electron pocket: {100 * (v_e_so / v_e - 1):.1f} %")
print(f"Temperature: {temperature:.0f} K, kT: {1000 * kt:.1f} meV")
print(f"  chemical potential shift: {1000 * (mu_t - e_fermi):.2f} meV")
print(f"  electron count from k grid: {count_t:.6f} per cell")
print(f"  carrier density change: {100 * (v_thermal / ((v_e + v_h) / 2) - 1):.2f} %")
print(f"Impurities adding one electron: {100 * impurity:.1f} at.%")
print(f"  (n_e-n_h)/n_e: {100 * impurity_imbalance:.2f} %")
print(f"Scattering time (rough): {tau_fs:.0f} fs, hbar/tau: {1000 * broadening:.1f} meV")
print(f"  electron pocket depth: {e_fermi - bottom:.3f} eV")
print(f"  hole pocket depth: {top - e_fermi:.3f} eV")
print(f"Line width: {line_nm:.0f} nm, k spacing pi/width: {k_step:.3f} nm^-1")
print(f"  mean pocket radii electron, hole: {radius_e:.3f}, {radius_h:.3f} nm^-1")
print(f"  k spacing / electron radius: {100 * k_step / radius_e:.1f} %")
print("PASS")
```

Printed output:

```
Lattice constant a: 0.32 nm
A level: centre -1.5, W_A 2.0, U_A 0.6 eV
B level: centre 1.0, W_B 2.5 eV; coupling V_AB 0.5 eV
Real-space vs Bloch levels, 216 cells, max error: 1.9e-14 eV
k points in filling grid: 4096000
Upper band at Gamma: -1.3398 eV
Lower band at H: 1.0000 eV
Band overlap: 2.3398 eV
Smallest direct gap on grid: 1.720 eV
Fermi level: -0.2625 eV
Zone volume: 15139.8 nm^-3
Electron pocket: 0.08513 of zone
Hole pocket: 0.08513 of zone
Difference Ve-Vh: -2.6e-06 of zone
Electron pocket volume: 1288.9 nm^-3
Hole pocket volume: 1288.9 nm^-3
Electron density: 1.039e+22 cm^-3
Hole density: 1.039e+22 cm^-3
Electrons in pocket per atom: 0.1703
Extra filling delta: 0.04 electrons per cell
  electron, hole pockets: 0.09599, 0.07599 of zone
  Ve-Vh: 0.02000; delta/2: 0.02000 of zone
Spin shift b: 0.10 eV
  spin up electron, hole: 0.09916, 0.07354 of zone
  spin down electron, hole: 0.07220, 0.09783 of zone
  sums electron, hole: 0.17136, 0.17137 of zone
Three-band case: offsets (0.0, 0.1, 0.2) eV, W 2.0 eV
  filled volumes: 0.3932, 0.3280, 0.2788 of zone
  sum (all named electron by shape): 1.0000 of zone
  by reference filling, electron: 0.6068 of zone
  by reference filling, hole: 0.6068 of zone
Spin-orbit stand-in: 0.30 eV
  electron, hole pockets: 0.08024, 0.08023 of zone
  change of electron pocket: -5.7 %
Temperature: 400 K, kT: 34.5 meV
  chemical potential shift: -0.11 meV
  electron count from k grid: 2.000000 per cell
  carrier density change: 0.25 %
Impurities adding one electron: 0.1 at.%
  (n_e-n_h)/n_e: 0.59 %
Scattering time (rough): 10 fs, hbar/tau: 65.8 meV
  electron pocket depth: 1.077 eV
  hole pocket depth: 1.262 eV
Line width: 10 nm, k spacing pi/width: 0.314 nm^-1
  mean pocket radii electron, hole: 6.751, 6.751 nm^-1
  k spacing / electron radius: 4.7 %
PASS
```
